# RKKY couplings from imaginary-axis Green functions and their thermal damping: verification in Python

```python
"""RKKY coupling on the square lattice from imaginary-axis Green functions.

Result under test: two unit moments e1, e2 coupled by g e.sigma to electrons
with band -2t(cos kx + cos ky) have the energy -J e1.e2 with
    J = -4 g^2 Re A,   A = kT sum_{n>=0} G(R, mu + i omega_n)^2,
and for large R
    A -> i exp(2i k.R) / (8 pi^2 eps_perp R^2) * x/sinh(x),
    x = 2 pi kT R / v   (hbar = 1).
k: Fermi point with velocity v parallel to R; eps_perp: second derivative of
the band across R.  Units: hopping t = 1, lattice constant a = 1.
"""
import numpy as np
from scipy import constants
from scipy.special import roots_laguerre

MU = -2.5          # chemical potential / t
G_EX = 0.1         # exchange coupling g / t
T_EV = 0.5         # hopping in eV, for the final conversion only


def green(m, n, omega, points=None):
    """G(m, n; MU + i omega): kx integral exact, ky by equally spaced sum."""
    if points is None:
        points = int(60 / omega + 4 * (abs(m) + abs(n)) + 64)
    ky = 2 * np.pi * np.arange(points) / points
    w = MU + 1j * omega + 2 * np.cos(ky)
    root = np.sqrt(w - 2) * np.sqrt(w + 2)
    decay = -2 / (w + root)
    return np.mean(decay ** abs(m) / root * np.cos(ky * n))


def thermal_amplitude(m, n, kT):
    """A at temperature kT, and the number of frequencies used."""
    total = 0.0
    for j in range(5000):
        term = kT * green(m, n, (2 * j + 1) * np.pi * kT) ** 2
        total += term
        if abs(term) < 1e-13 * abs(total):
            return total, j + 1
    raise RuntimeError("Matsubara sum not converged")


def ground_amplitude(m, n, v, nodes=20):
    """A at T = 0 by Gauss-Laguerre quadrature in s = 2 omega R / v."""
    s, weight = roots_laguerre(nodes)
    scale = v / (2 * np.hypot(m, n))
    values = np.array([green(m, n, scale * si) ** 2 for si in s])
    return scale / (2 * np.pi) * np.sum(weight * np.exp(s) * values)


def damping(x):
    return x / np.sinh(x)


def coupling(amplitude):
    return -4 * G_EX ** 2 * amplitude.real


# Fermi points and velocities along [10] and [11]
k_axis = np.arccos(-MU / 2 - 1)
v_axis = 2 * np.sin(k_axis)
dv_axis = 2 * np.cos(k_axis)
k_diag = np.arccos(-MU / 4)
v_diag = 2 * np.sqrt(2) * np.sin(k_diag)
perp_diag = 2 * np.cos(k_diag)


def phase_shift(x, R):
    """Thermal phase shift of A along [10], leading order in 1/R."""
    bracket = x**2 * (1 + 2 / np.sinh(x)**2) - 2 * x / np.tanh(x)
    return dv_axis / (4 * v_axis * R) * bracket


# --- Green function against a double k sum, and the image rule
k = 2 * np.pi * np.arange(400) / 400
kx, kyy = np.meshgrid(k, k, indexing="ij")
band = -2 * (np.cos(kx) + np.cos(kyy))
brute = np.mean(np.exp(1j * (3 * kx + 2 * kyy)) / (MU + 0.3j - band))
g_test = green(3, 2, 0.3)
assert abs(brute - g_test) < 1e-11
image_error = green(3, 2, 0.3, points=30) - g_test
images = sum(green(3, 2 + 30 * j, 0.3) for j in range(-9, 10) if j != 0)
assert abs(image_error) > 1e-6
assert abs(image_error - images) < 1e-11

# --- coupling formula against exact diagonalization of a torus
L = 28
ring = np.zeros((L, L))
for i in range(L):
    ring[i, (i + 1) % L] = ring[(i + 1) % L, i] = -1.0
torus = np.kron(ring, np.eye(L)) + np.kron(np.eye(L), ring)
KT_ED = 0.3


def grand_potential(site, u0, u1):
    h = torus.copy()
    h[0, 0] += u0
    h[site, site] += u1
    e = np.linalg.eigvalsh(h)
    return -KT_ED * np.sum(np.logaddexp(0, -(e - MU) / KT_ED))


ed_rows = []
for m, n in ((3, 0), (2, 2)):
    site = m * L + n
    scaled = []
    for g in (0.2, 0.1):
        parallel = grand_potential(site, g, g) + grand_potential(site, -g, -g)
        anti = 2 * grand_potential(site, g, -g)
        scaled.append((anti - parallel) / 2 / g**2)
    exact = (4 * scaled[1] - scaled[0]) / 3      # removes the g^2 correction
    formula = -4 * thermal_amplitude(m, n, KT_ED)[0].real
    ed_rows.append((m, n, exact, formula))
    assert abs(exact / formula - 1) < 2e-3, (m, n, exact, formula)

# --- T = 0 quadrature against extrapolated Matsubara sums
A20 = ground_amplitude(20, 0, v_axis)
A40 = ground_amplitude(40, 0, v_axis)
low = [thermal_amplitude(20, 0, x * v_axis / (40 * np.pi))[0]
       for x in (0.2, 0.1)]
extrapolated = (4 * low[1] - low[0]) / 3
extrap_error = abs(extrapolated / A20 - 1)
assert extrap_error < 3e-5

# --- T = 0 asymptotic law, both directions
asym_error = []
for R, A in ((20, A20), (40, A40)):
    law = 1j * np.exp(2j * k_axis * R) / (16 * np.pi**2 * R**2)
    asym_error.append(abs(A / law - 1))
assert asym_error[0] < 0.03 and asym_error[1] < 0.6 * asym_error[0]
M = 14
R_diag = M * np.sqrt(2)
A_diag = ground_amplitude(M, M, v_diag)
law = 1j * np.exp(4j * k_diag * M) / (8 * np.pi**2 * perp_diag * R_diag**2)
diag_error = abs(A_diag / law - 1)
assert diag_error < 0.05

# --- damping of |A| at fixed x: deviation must fall as 1/R^2
worst = []
for R, A in ((20, A20), (40, A40)):
    dev = []
    for x in (1.0, 2.0, 3.0, 4.0, 5.0):
        At = thermal_amplitude(R, 0, x * v_axis / (2 * np.pi * R))[0]
        dev.append(abs(abs(At / A) / damping(x) - 1))
        if R == 40 and x in (3.0, 5.0):
            measured = np.angle(At / A)
            assert abs(measured / phase_shift(x, R) - 1) < 0.05
            if x == 5.0:
                phase_pair = (measured, phase_shift(x, R))
    worst.append(max(dev))
assert worst[0] < 0.03 and worst[1] < 0.35 * worst[0]

# --- direction dependence: [11] needs the [11] velocity
x_diag = 3.0
kT_diag = x_diag * v_diag / (2 * np.pi * R_diag)
ratio_diag = abs(thermal_amplitude(M, M, kT_diag)[0] / A_diag)
x_wrong = 2 * np.pi * kT_diag * R_diag / v_axis
assert abs(ratio_diag / damping(x_diag) - 1) < 0.03
assert abs(ratio_diag / damping(x_wrong) - 1) > 0.1

# --- worked example
print("Units: t = 1, a = 1, hbar = 1 unless stated")
print(f"mu = {MU} t, g = {G_EX} t")
print(f"[10]: kF = {k_axis:.5f} /a, v = {v_axis:.5f} t a, "
      f"dv/dk = {dv_axis:.3f} t a^2")
print(f"[11]: kx = ky = {k_diag:.5f} /a, v = {v_diag:.5f} t a, "
      f"eps_perp = {perp_diag:.3f} t a^2")
print(f"G(3,2; mu+0.3i t) = {g_test:.8f} /t, double k sum {brute:.8f} /t")
print(f"30 ky points: error {abs(image_error):.3e} /t, "
      f"image sum {abs(images):.3e} /t")
print(f"Torus {L}x{L}, kT = {KT_ED} t: J/g^2 in 1/t")
for m, n, exact, formula in ed_rows:
    print(f"  R=({m},{n}): diagonalization {exact:.6e}, "
          f"Green functions {formula:.6e}")
print(f"T=0 quadrature vs extrapolated sums, R=20: rel. diff {extrap_error:.1e}")
print(f"T=0 law, rel. error of A: R=20 {asym_error[0]:.4f}, "
      f"R=40 {asym_error[1]:.4f}, (14,14) {diag_error:.4f}")
print(f"Damping law for |A|, worst rel. deviation for x=1..5: "
      f"R=20 {worst[0]:.5f}, R=40 {worst[1]:.5f}")
print(f"Phase shift R=40, x=5: computed {phase_pair[0]:.5f} rad, "
      f"formula {phase_pair[1]:.5f} rad")
print(f"(14,14), kT = {kT_diag:.5f} t: |A| ratio {ratio_diag:.4f}")
print(f"  x/sinh x: [11] velocity (x={x_diag:.3f}) {damping(x_diag):.4f}, "
      f"[10] velocity (x={x_wrong:.3f}) {damping(x_wrong):.4f}")

kT0 = 0.01
A_ex, count = thermal_amplitude(20, 0, kT0)
print(f"R=20, kT={kT0} t: {count} frequencies; terms -4 g^2 kT Re G^2:")
for j in range(4):
    om = (2 * j + 1) * np.pi * kT0
    gj = green(20, 0, om)
    print(f"  n={j}: omega={om:.5f} t, G={gj:.6f} /t, "
          f"term={coupling(kT0 * gj**2) * 1e6:.5f} e-6 t")
print(f"  full sum J = {coupling(A_ex) * 1e6:.5f} e-6 t")
J20 = coupling(A20)
J20_law = G_EX**2 * np.sin(2 * k_axis * 20) / (4 * np.pi**2 * 400)
print(f"R=20, T=0: J = {J20 * 1e6:.5f} e-6 t, "
      f"asymptotic law {J20_law * 1e6:.5f} e-6 t")

A19 = ground_amplitude(19, 0, v_axis)
print(f"R=19, T=0: J = {coupling(A19) * 1e6:.5f} e-6 t, "
      f"sin(2 kF R) = {np.sin(2 * k_axis * 19):.4f}")
print("Ratios to T=0: R, kT/t, x, |A| ratio, x/sinh x, J ratio, J with phase")
for R, A0, temps in ((20, A20, (0.005, 0.01, 0.02, 0.04, 0.06)),
                     (19, A19, (0.02, 0.04, 0.06))):
    for kT in temps:
        x = 2 * np.pi * kT * R / v_axis
        At = thermal_amplitude(R, 0, kT)[0]
        j_ratio = At.real / A0.real
        turned = np.cos(np.angle(A0) + phase_shift(x, R))
        repaired = damping(x) * turned / np.cos(np.angle(A0))
        print(f"  {R} {kT:.3f} {x:.4f} {abs(At / A0):.5f} {damping(x):.5f} "
              f"{j_ratio:.5f} {repaired:.5f}")
        assert abs(repaired / j_ratio - 1) < 0.03
# last row: close to a node the bare law fails for J itself
assert abs(j_ratio / damping(x) - 1) > 0.05

kT_one = v_axis / (2 * np.pi * 20)
kelvin = kT_one * T_EV * constants.e / constants.k
print(f"x = 1 at R=20: kT = {kT_one:.5f} t = {kelvin:.1f} K for t = {T_EV} eV")
print(f"J(R=20, T=0) = {J20 * T_EV * 1e6:.4f} micro-eV for t = {T_EV} eV")
print("all tests passed")
```

Printed output:

```
Units: t = 1, a = 1, hbar = 1 unless stated
mu = -2.5 t, g = 0.1 t
[10]: kF = 1.31812 /a, v = 1.93649 t a, dv/dk = 0.500 t a^2
[11]: kx = ky = 0.89566 /a, v = 2.20794 t a, eps_perp = 1.250 t a^2
G(3,2; mu+0.3i t) = -0.04674867+0.05627299j /t, double k sum -0.04674867+0.05627299j /t
30 ky points: error 6.736e-04 /t, image sum 6.736e-04 /t
Torus 28x28, kT = 0.3 t: J/g^2 in 1/t
  R=(3,0): diagonalization 8.151516e-04, Green functions 8.151485e-04
  R=(2,2): diagonalization 1.832722e-03, Green functions 1.832653e-03
T=0 quadrature vs extrapolated sums, R=20: rel. diff 7.7e-06
T=0 law, rel. error of A: R=20 0.0154, R=40 0.0077, (14,14) 0.0263
Damping law for |A|, worst rel. deviation for x=1..5: R=20 0.00573, R=40 0.00144
Phase shift R=40, x=5: computed 0.02415 rad, formula 0.02422 rad
(14,14), kT = 0.05325 t: |A| ratio 0.2989
  x/sinh x: [11] velocity (x=3.000) 0.2995, [10] velocity (x=3.421) 0.2239
R=20, kT=0.01 t: 27 frequencies; terms -4 g^2 kT Re G^2:
  n=0: omega=0.03142 t, G=0.013806-0.029703j /t, term=0.27667 e-6 t
  n=1: omega=0.09425 t, G=0.007232-0.015509j /t, term=0.07529 e-6 t
  n=2: omega=0.15708 t, G=0.003835-0.008082j /t, term=0.02025 e-6 t
  n=3: omega=0.21991 t, G=0.002058-0.004207j /t, term=0.00539 e-6 t
  full sum J = 0.37950 e-6 t
R=20, T=0: J = 0.40655 e-6 t, asymptotic law 0.39938 e-6 t
R=19, T=0: J = -0.13462 e-6 t, sin(2 kF R) = -0.1761
Ratios to T=0: R, kT/t, x, |A| ratio, x/sinh x, J ratio, J with phase
  20 0.005 0.3245 0.98266 0.98267 0.98278 0.98279
  20 0.010 0.6489 0.93308 0.93312 0.93348 0.93351
  20 0.020 1.2978 0.76591 0.76608 0.76637 0.76654
  20 0.040 2.5957 0.38924 0.38941 0.38655 0.38672
  20 0.060 3.8935 0.15892 0.15871 0.15437 0.15414
  19 0.020 1.2330 0.78517 0.78534 0.78750 0.78766
  19 0.040 2.4659 0.42168 0.42191 0.41120 0.41140
  19 0.060 3.6989 0.18339 0.18322 0.16327 0.16300
x = 1 at R=20: kT = 0.01541 t = 89.4 K for t = 0.5 eV
J(R=20, T=0) = 0.2033 micro-eV for t = 0.5 eV
all tests passed
```
